# How a floating metal voltage probe shunts the channel beneath it: test program

```python
"""
Floating full-width metal probe on a thin channel.

Result under test: the channel segment under an ideal floating metal strip has
    R = (2 R_s L_T / W) tanh(u),   u = L / (2 L_T),   L_T = sqrt(rho_c / R_s),
so R / (R_s L / W) = tanh(u)/u, which is tanh(1) for a strip two L_T long.

R_s: channel sheet resistance (ohm per square); rho_c: specific interface
resistivity (ohm m^2); W: width; L: strip length; I: current.  SI units inside.
The independent side is a resistor network solved with Kirchhoff's current law.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def solve_network(count, a, b, g, source, sink, current):
    """Node potentials for conductances g joining nodes a and b; sink at zero."""
    rows = np.concatenate([a, b, a, b])
    cols = np.concatenate([a, b, b, a])
    vals = np.concatenate([g, g, -g, -g])
    matrix = coo_matrix((vals, (rows, cols)), shape=(count, count)).tocsr()
    rhs = np.zeros(count)
    rhs[source] = current
    keep = np.delete(np.arange(count), sink)
    phi = np.zeros(count)
    phi[keep] = spsolve(matrix[keep][:, keep].tocsc(), rhs[keep])
    return phi


def contact_weights(number):
    """Share of a cell length belonging to each node of a covered stretch."""
    weights = np.ones(number)
    weights[[0, -1]] = 0.5
    return weights


def bar_network(length, probes, cells, r_sheet, rho, width, current):
    """Channel with ideal floating strips; probes lists (first, last) nodes."""
    h = length / cells
    a = [np.arange(cells)]
    b = [np.arange(1, cells + 1)]
    g = [np.full(cells, width / (r_sheet * h))]
    for k, (first, last) in enumerate(probes):
        nodes = np.arange(first, last + 1)
        a.append(nodes)
        b.append(np.full(nodes.size, cells + 1 + k))
        g.append(contact_weights(nodes.size) * width * h / rho)
    phi = solve_network(cells + 1 + len(probes), np.concatenate(a),
                        np.concatenate(b), np.concatenate(g), 0, cells, current)
    share = -np.diff(phi[:cells + 1]) * width / (r_sheet * h) / current
    return phi[:cells + 1], phi[cells + 1:], share


def covered_resistance(length, r_sheet, rho, width, cells=2000):
    phi, _, _ = bar_network(length, [(0, cells)], cells, r_sheet, rho, width, 1.0)
    return phi[0] - phi[-1]


def resistive_metal_network(length, r_sheet, r_metal, rho, width, cells=2000):
    h = length / cells
    left = np.arange(cells)
    nodes = np.arange(cells + 1)
    shift = cells + 1
    a = np.concatenate([left, left + shift, nodes])
    b = np.concatenate([left + 1, left + 1 + shift, nodes + shift])
    g = np.concatenate([np.full(cells, width / (r_sheet * h)),
                        np.full(cells, width / (r_metal * h)),
                        contact_weights(cells + 1) * width * h / rho])
    phi = solve_network(2 * shift, a, b, g, 0, cells, 1.0)
    return phi[0] - phi[cells]


def formula_resistance(length, r_sheet, rho, width):
    transfer = np.sqrt(rho / r_sheet)
    return 2 * r_sheet * transfer / width * np.tanh(length / (2 * transfer))


def formula_resistive_metal(length, r_sheet, r_metal, rho, width):
    total = r_sheet + r_metal
    lam = np.sqrt(rho / total)
    return (r_sheet * r_metal * length
            + 2 * r_sheet**2 * lam * np.tanh(length / (2 * lam))) / (width * total)


def diode_interface(drive):
    """Strip two L_T long with J = (kT/q)/rho_c * (exp(qv/kT) - 1).

    drive = I R_s L_T q/(W kT).  Returns the edge-to-edge drop and the metal
    potential relative to the mean of the edges, both in units of kT/q.
    """
    s = np.linspace(-1, 1, 401)
    guess = np.vstack([-drive * np.sinh(s) / np.cosh(1),
                       -drive * np.cosh(s) / np.cosh(1)])
    sol = solve_bvp(lambda x, y: np.vstack([y[1], np.expm1(y[0])]),
                    lambda ya, yb: np.array([ya[1] + drive, yb[1] + drive]),
                    s, guess, tol=1e-8, max_nodes=20000)
    assert sol.success
    first, last = sol.sol(-1.0)[0], sol.sol(1.0)[0]
    return first - last, -(first + last) / 2


def close(x, y, tolerance):
    return abs(x - y) <= tolerance * abs(y)


# Example inputs: round values, rough monolayer MoS2 regime
nm = 1e-9
R_s, rho_c, W, L, I = 2.0e4, 2.0e-10, 1000 * nm, 200 * nm, 1.0e-6
T = 300.0
thermal_voltage = const.k * T / const.e
L_T = np.sqrt(rho_c / R_s)
u = L / (2 * L_T)
R_bare = R_s * L / W
R_cov = formula_resistance(L, R_s, rho_c, W)
ratio = R_cov / R_bare

# Main result, current shares and floating potential against the network
cells = 2000
phi, metal, share = bar_network(L, [(0, cells)], cells, R_s, rho_c, W, I)
R_network = (phi[0] - phi[-1]) / I
assert close(L, 2 * L_T, 1e-12)
assert close(R_network, R_cov, 1e-5)
assert close(metal[0], (phi[0] + phi[-1]) / 2, 1e-7)
middle = (share[cells // 2 - 1] + share[cells // 2]) / 2
assert close(middle, 1 / np.cosh(u), 1e-5)
position = (np.arange(cells) + 0.5) * L / cells - L / 2
assert np.allclose(share, np.cosh(position / L_T) / np.cosh(u), atol=1e-5)
edge_voltage = I * R_cov / 2
assert close(phi[0] - metal[0], edge_voltage, 1e-5)
# Average metal share from the analytic profile, reduction from the network
profile_x = np.linspace(-L / 2, L / 2, 4001)
profile = 1 - np.cosh(profile_x / L_T) / np.cosh(u)
mean_metal_share = np.sum((profile[1:] + profile[:-1]) / 2) / 4000
assert close(mean_metal_share, 1 - R_network / R_bare, 1e-5)

# Short and long strips
short = 0.2 * L_T
short_loss = 1 - covered_resistance(short, R_s, rho_c, W) / (R_s * short / W)
assert close(short_loss, 0.1**2 / 3, 0.01)  # next term is 0.4 per cent
assert close(covered_resistance(12 * L_T, R_s, rho_c, W),
             2 * R_s * L_T / W, 1e-4)
u_five = brentq(lambda z: np.tanh(z) / z - 0.95, 0.01, 2)
L_five = 2 * u_five * L_T
assert close(covered_resistance(L_five, R_s, rho_c, W) / (R_s * L_five / W),
             0.95, 1e-5)

# Two floating probes on one bar: 400 nm lead, probe, 800 nm gap, probe, lead
gap = 800 * nm
pitch = gap + L
_, metals, _ = bar_network(2000 * nm, [(800, 1200), (2800, 3200)], 4000,
                           R_s, rho_c, W, I)
R_four = R_s / W * (gap + 2 * L_T * np.tanh(u))
assert close((metals[0] - metals[1]) / I, R_four, 1e-5)
sheet_by_pitch = R_four * W / pitch
sheet_by_gap = R_four * W / gap
assert sheet_by_pitch < R_s < sheet_by_gap

# Sheet resistance changed under the metal
altered = {}
for k in (0.5, 2.0):
    altered[k] = np.sqrt(k) * np.tanh(u * np.sqrt(k)) / u
    assert close(covered_resistance(L, k * R_s, rho_c, W) / R_bare,
                 altered[k], 1e-5)
k_zero = brentq(lambda k: np.sqrt(k) * np.tanh(u * np.sqrt(k)) / u - 1, 0.5, 3)
assert close(covered_resistance(L, k_zero * R_s, rho_c, W), R_bare, 1e-5)

# Resistive metal: strong test case, then the example film
assert close(resistive_metal_network(L, R_s, 0.3 * R_s, rho_c, W),
             formula_resistive_metal(L, R_s, 0.3 * R_s, rho_c, W), 1e-5)
film_resistivity, film_thickness = 4e-8, 50 * nm
R_m = film_resistivity / film_thickness
metal_change = formula_resistive_metal(L, R_s, R_m, rho_c, W) / R_cov - 1

# Diode-like interface: small-signal limit and orders of the corrections
assert close(diode_interface(1e-3)[0] / 2e-3, np.tanh(1), 1e-5)
drop_1, shift_1 = diode_interface(0.1)
drop_2, shift_2 = diode_interface(0.2)
change_1 = drop_1 / (0.2 * np.tanh(1)) - 1
change_2 = drop_2 / (0.4 * np.tanh(1)) - 1
assert close(change_2 / change_1, 4, 0.05)   # relative drop change ~ I^2
assert close(shift_2 / shift_1, 4, 0.05)     # metal offset ~ I^2
diode = {}
for factor in (1, 10):
    drive = factor * I * R_s * L_T / (W * thermal_voltage)
    drop, offset = diode_interface(drive)
    diode[factor] = (drop / (2 * drive * np.tanh(1)) - 1,
                     offset * thermal_voltage)

# Temperature of use: activated interface, phonon-limited sheet resistance
T_hot, activation, sheet_power = 400.0, 0.05, 1.0
rho_factor = np.exp(activation * const.e / const.k * (1 / T_hot - 1 / T))
sheet_factor = (T_hot / T)**sheet_power
R_hot = formula_resistance(L, R_s * sheet_factor, rho_c * rho_factor, W)
ratio_hot = R_hot / (R_bare * sheet_factor)
assert close(covered_resistance(L, R_s * sheet_factor, rho_c * rho_factor, W),
             R_hot, 1e-5)

# Other neglected effects
density, mass, valleys = 1e17, 0.5 * const.m_e, 2
mobility = 1 / (const.e * density * R_s)
states = valleys * mass * const.k * T / (np.pi * const.hbar**2)
fermi_over_kT = np.log(np.expm1(density / states))
mean_speed = np.sqrt(np.pi * const.k * T / (2 * mass))
free_path = mean_speed * mobility * mass / const.e
oxide, permittivity = 30 * nm, 18.0
overdrive = const.e * density * oxide / (permittivity * const.epsilon_0)
lateral_field = I * R_s / W
heat_flux = I**2 * R_s / W**2
boundary_conductance, oxide_conductivity = 1.5e7, 1.0
heating = heat_flux * (1 / boundary_conductance + oxide / oxide_conductivity)
assert free_path < 0.1 * L_T

print(f"Sheet resistance R_s: {R_s/1e3:.1f} kohm/sq")
print(f"Interface resistivity rho_c: {rho_c*1e4:.2e} ohm cm2")
print(f"Width W: {W/nm:.0f} nm; probe length L: {L/nm:.0f} nm")
print(f"Current I: {I*1e6:.1f} uA; temperature: {T:.0f} K")
print(f"Transfer length L_T: {L_T/nm:.1f} nm; u = {u:.4f}")
print(f"Bare segment resistance: {R_bare:.1f} ohm")
print(f"Covered segment resistance, formula: {R_cov:.1f} ohm")
print(f"Covered segment resistance, network: {R_network:.1f} ohm")
print(f"Ratio: {ratio:.4f}; reduction: {100*(1-ratio):.2f} %")
print(f"Bare drop: {I*R_bare*1e3:.3f} mV; covered: {I*R_cov*1e3:.3f} mV")
print(f"Channel-metal voltage at edge: {edge_voltage*1e3:.3f} mV")
print(f"Edge interface current density: {edge_voltage/rho_c/1e4:.1f} A/cm2")
print(f"Metal current share at centre: {100*(1-1/np.cosh(u)):.2f} %")
print(f"Metal current share, length average: {100*mean_metal_share:.2f} %")
print(f"Length for 5 % reduction: {L_five/nm:.1f} nm (u = {u_five:.4f})")
print(f"Long-probe limit of resistance: {2*R_s*L_T/W:.1f} ohm")
print(f"Four-probe gap: {gap/nm:.0f} nm; pitch: {pitch/nm:.0f} nm")
print(f"Four-probe V/I: {R_four:.1f} ohm")
print(f"Apparent R_s by pitch: {sheet_by_pitch/1e3:.3f} kohm/sq")
print(f"Error by pitch: {100*(sheet_by_pitch/R_s-1):.2f} %")
print(f"Apparent R_s by gap: {sheet_by_gap/1e3:.3f} kohm/sq")
print(f"Error by gap: {100*(sheet_by_gap/R_s-1):.2f} %")
for k, value in altered.items():
    print(f"Sheet under metal x {k:.1f}: R/R_bare = {value:.4f}")
print(f"Sheet factor at which reduction vanishes: {k_zero:.4f}")
print(f"Hot case: {T_hot:.0f} K; activation energy: {activation:.3f} eV")
print(f"Hot case sheet-resistance power of T: {sheet_power:.1f}")
print(f"Hot factors: rho_c x {rho_factor:.3f}; R_s x {sheet_factor:.3f}")
print(f"Hot ratio: {ratio_hot:.4f}; reduction: {100*(1-ratio_hot):.2f} %")
print(f"Thermal voltage at 300 K: {thermal_voltage*1e3:.2f} mV")
for factor, (change, offset) in diode.items():
    print(f"Diode interface, {factor*I*1e6:.0f} uA: drop change "
          f"{100*change:.4f} %; metal offset {offset*1e3:.4f} mV")
print(f"Metal film: {film_thickness/nm:.0f} nm, {film_resistivity*1e8:.1f} "
      f"uohm cm, {R_m:.2f} ohm/sq")
print(f"Resistance change from metal film: {100*metal_change:.5f} %")
print(f"Electron density: {density/1e4:.1e} cm-2")
print(f"Mobility: {mobility*1e4:.1f} cm2/Vs")
print(f"Mass: {mass/const.m_e:.2f} m_e; valleys: {valleys}")
print(f"Fermi level above band edge: {fermi_over_kT:.2f} kT")
print(f"Mean free path, rough: {free_path/nm:.2f} nm")
print(f"Gate oxide: {oxide/nm:.0f} nm; relative permittivity: {permittivity:.0f}")
print(f"Gate overdrive: {overdrive:.2f} V")
print(f"Oxide field: {overdrive/oxide/1e8:.2f} MV/cm")
print(f"Density change at probe edge: {100*edge_voltage/overdrive:.3f} %")
print(f"Bare lateral field: {lateral_field/1e8:.1e} MV/cm")
print(f"Thermal boundary conductance: {boundary_conductance/1e6:.0f} MW/m2K")
print(f"Oxide thermal conductivity: {oxide_conductivity:.1f} W/mK")
print(f"Self-heating across interface and oxide: {heating*1e3:.2f} mK")
print("ALL CHECKS PASSED")
```

Output:

```
Sheet resistance R_s: 20.0 kohm/sq
Interface resistivity rho_c: 2.00e-06 ohm cm2
Width W: 1000 nm; probe length L: 200 nm
Current I: 1.0 uA; temperature: 300 K
Transfer length L_T: 100.0 nm; u = 1.0000
Bare segment resistance: 4000.0 ohm
Covered segment resistance, formula: 3046.4 ohm
Covered segment resistance, network: 3046.4 ohm
Ratio: 0.7616; reduction: 23.84 %
Bare drop: 4.000 mV; covered: 3.046 mV
Channel-metal voltage at edge: 1.523 mV
Edge interface current density: 761.6 A/cm2
Metal current share at centre: 35.19 %
Metal current share, length average: 23.84 %
Length for 5 % reduction: 79.9 nm (u = 0.3995)
Long-probe limit of resistance: 4000.0 ohm
Four-probe gap: 800 nm; pitch: 1000 nm
Four-probe V/I: 19046.4 ohm
Apparent R_s by pitch: 19.046 kohm/sq
Error by pitch: -4.77 %
Apparent R_s by gap: 23.808 kohm/sq
Error by gap: 19.04 %
Sheet under metal x 0.5: R/R_bare = 0.4305
Sheet under metal x 2.0: R/R_bare = 1.2564
Sheet factor at which reduction vanishes: 1.4392
Hot case: 400 K; activation energy: 0.050 eV
Hot case sheet-resistance power of T: 1.0
Hot factors: rho_c x 0.617; R_s x 1.333
Hot ratio: 0.6118; reduction: 38.82 %
Thermal voltage at 300 K: 25.85 mV
Diode interface, 1 uA: drop change 0.0049 %; metal offset 0.0150 mV
Diode interface, 10 uA: drop change 0.4869 %; metal offset 1.4931 mV
Metal film: 50 nm, 4.0 uohm cm, 0.80 ohm/sq
Resistance change from metal film: 0.00036 %
Electron density: 1.0e+13 cm-2
Mobility: 31.2 cm2/Vs
Mass: 0.50 m_e; valleys: 2
Fermi level above band edge: 0.42 kT
Mean free path, rough: 1.06 nm
Gate oxide: 30 nm; relative permittivity: 18
Gate overdrive: 3.02 V
Oxide field: 1.01 MV/cm
Density change at probe edge: 0.051 %
Bare lateral field: 2.0e-04 MV/cm
Thermal boundary conductance: 15 MW/m2K
Oxide thermal conductivity: 1.0 W/mK
Self-heating across interface and oxide: 1.93 mK
ALL CHECKS PASSED
```
